# Coherent reversal barrier of a 10 nm ferroelectric cube

## Why the whole cube must be counted

Take a ferroelectric grain, a cube of edge $L=10$ nm, with polarisation $P_0=20$ uC/cm2 and Landau coercive field $E_c=1$ MV/cm. The energy needed to bring one crystal cell of edge about 0.51 nm to zero polarisation is 0.011 eV, or 0.42 $kT$ at 300 K. Judged by that number, the grain would lose its polarisation at once. The error is to let each cell reverse alone. If all 7539 cells must turn together, their energies add, and the barrier becomes thousands of $kT$.

These notes derive that barrier, then find the waiting time for a high barrier and the barrier near the coercive field, each with its first correction. They also show how far the assumption of uniform reversal can be trusted.

## The barrier at zero field

The algebra is in atomic units, in which field times polarisation is an energy density. Let the polarisation $P$ be uniform and directed along one cube edge, between ideal short-circuited electrodes that cancel its surface charge. The model is the fourth-order Landau free energy density

$$f(P)=-\frac a2P^2+\frac b4P^4-EP,\qquad a,b>0 .$$

At $E=0$, $f'=-aP+bP^3=0$ gives the maximum $P=0$ and the minima $P=\pm P_0$ with $P_0^2=a/b$. Since $f(0)=0$ and $bP_0^4=aP_0^2$, the barrier density is

$$u=f(0)-f(P_0)=\frac a2P_0^2-\frac a4P_0^2=\frac a4P_0^2 .$$

To eliminate $a$, start from the state $-P_0$ and apply $E>0$. Its well vanishes when the slope and the curvature of $f$ are both zero. The curvature condition $-a+3bP^2=0$ gives $P=-P_0/\sqrt3$. The slope condition then gives

$$E_c=-aP+bP^3=\frac{aP_0}{\sqrt3}-\frac{aP_0}{3\sqrt3}=\frac{2aP_0}{3\sqrt3}.$$

Hence $a=3\sqrt3\,E_c/(2P_0)$, and the barrier of the cube is

$$U=uL^3=\frac{3\sqrt3}{8}\,E_cP_0L^3 .$$

For the example, $E_cP_0=0.1248$ eV/nm3, so

$$U=0.6495\times0.1248\times1000\ \text{eV}=81\ \text{eV}.$$

With $kT=0.02585$ eV at 300 K, $U/kT\approx3140$.

The prefactor changes only modestly when a sixth-order term is added to $f$ as described below. For any zero-field double well with its maximum at $P=0$, $u=\int_0^{P_0}(-f')\,dP$. If $E_c$ is the largest value of $-f'$ on this interval, then $u\le E_cP_0$. Adding a sixth-order term while keeping $a\ge0$, $E_c$ and $P_0$ fixed gives prefactors between 0.45 and 0.65 over the family computed. The answer stays in the thousands of $kT$.

## Waiting time for a high barrier

Suppose that $P$ relaxes without inertia, $\Gamma\dot P=-f'(P)+\text{thermal noise}$. Put $p=P/P_0$ and $B=U/kT$. The energy of the cube in units of $kT$, measured from the well bottom, is $W(p)=B(p^2-1)^2$. The diffusion constant of $P$ is $kT/(\Gamma L^3)$, so the natural time unit is $t_D=P_0^2\Gamma L^3/kT$.

In this unit the mean time $T(y)$ to reach $p=1$ from $p=y$ obeys $T''-W'T'=-1$, or $(e^{-W}T')'=-e^{-W}$. There is no flux at $-\infty$, and $T(1)=0$. Integrating twice gives

$$T(-1)=\int_{-1}^{1}dy\,e^{W(y)}\int_{-\infty}^{y}dz\,e^{-W(z)} .$$

For $B\gg1$ the outer integral comes from $y\approx0$, where the inner one has already collected the whole left well. Up to exponentially small terms the two integrals separate.

**Barrier top.** Here $W=B-2By^2+By^4$. With $y=t/(2\sqrt B)$ the quadratic term is $t^2/2$ and the quartic term is $t^4/(16B)$. The Gaussian mean of $t^4$ is 3, so

$$I_{\rm top}=e^B\frac{\sqrt{2\pi}}{2\sqrt B}\left(1+\frac{3}{16B}+\dots\right).$$

**Well.** With $z=-1+v$, $W=B(4v^2-4v^3+v^4)$. Setting $v=s/\sqrt{8B}$ gives

$$W=\frac{s^2}{2}-\frac{s^3}{4\sqrt{2B}}+\frac{s^4}{64B}.$$

In $e^{-W}$ the cubic term averages to zero at first order. Half its square contributes $s^6/(64B)$, with mean $15/(64B)$, and the quartic term contributes $-3/(64B)$. Their sum is $3/(16B)$, so

$$I_{\rm well}=\frac{\sqrt{2\pi}}{\sqrt{8B}}\left(1+\frac{3}{16B}+\dots\right).$$

The product is

$$T=\frac{2\pi}{\sqrt{32}\,B}\,e^B\left(1+\frac{3}{8B}+O(B^{-2})\right).$$

To restore ordinary time, multiply by $t_D$ and use $BkT=aP_0^2L^3/4$, which gives $t_D/B=4\Gamma/a$:

$$\tau=\tau_0e^{U/kT}\left(1+\frac{3kT}{8U}+\dots\right),\qquad \tau_0=\frac{\sqrt2\,\pi\,\Gamma}{a}.$$

The volume has left the prefactor and acts through $U$. Direct evaluation of the double integral, divided by the leading formula, gives 1.043 at $B=10$ and 1.020 at $B=20$. The corrected formula predicts 1.038 and 1.019.

For our cube the correction is about one part in ten thousand. With a rough attempt time $\tau_0=10^{-12}$ s, the waiting time is about $10^{1350}$ s. The physical content of that number is that uniform thermal reversal at zero field does not occur.

## The barrier in a field

Let $e=E/E_c$, with $0\le e\le1$. In units of $aP_0^2$ the energy density is $\varphi=-p^2/2+p^4/4-hp$, where $h=E/(aP_0)=2e/(3\sqrt3)$. Stationary points satisfy $p^3-p=h$. Inserting $p=(2/\sqrt3)\cos\alpha$ gives

$$p^3-p=\frac{2}{3\sqrt3}(4\cos^3\alpha-3\cos\alpha)=\frac{2}{3\sqrt3}\cos3\alpha ,$$

so $\cos3\alpha=e$. With $\theta=\tfrac13\arccos e$, the metastable state is $\alpha=\theta+2\pi/3$ and the saddle is $\alpha=\theta+4\pi/3$. At $e=0$ these give $p=-1$ and $p=0$, as they should.

At a stationary point $hp=p^4-p^2$, hence $\varphi=p^2/2-3p^4/4$. Writing $c=\cos2\alpha$ gives $p^2=\tfrac23(1+c)$ and $\varphi=-c(1+c)/3$. Let $x=2\theta$. The metastable and saddle values are $c_m=\cos(x+4\pi/3)$ and $c_s=\cos(x+2\pi/3)$, so $c_m-c_s=\sqrt3\sin x$ and $c_m+c_s=-\cos x$. Therefore

$$\varphi_s-\varphi_m=\tfrac13(c_m-c_s)(1+c_m+c_s)=\frac{\sin x\,(1-\cos x)}{\sqrt3}.$$

Dividing by the zero-field value $1/4$,

$$\frac{U(E)}{U}=\frac{4}{\sqrt3}\sin x\,(1-\cos x),\qquad x=\tfrac23\arccos e .$$

**Near the coercive field.** Let $\delta=1-e\ll1$. From $\arccos(1-\delta)=\sqrt{2\delta}\,(1+\delta/12+\dots)$,

$$x^2=\tfrac89\delta+\dots,\qquad x^3=\tfrac{8}{27}(2\delta)^{3/2}\left(1+\tfrac{\delta}{4}+\dots\right).$$

Also $\sin x(1-\cos x)=\tfrac12x^3(1-x^2/6)(1-x^2/12)+\dots=\tfrac12x^3(1-x^2/4+\dots)$. The corrections combine as $\delta/4-2\delta/9=\delta/36$:

$$\frac{U(E)}{U}=\frac{32\sqrt2}{27\sqrt3}\,\delta^{3/2}\left(1+\frac{\delta}{36}+\dots\right).$$

The leading coefficient is 0.968. At $e=0.95$ the leading term gives 33.93 $kT$ and the corrected one 33.98 $kT$, which agrees with the full formula to the digits shown. At $e=0.5$ they give 1073 and 1088 $kT$, against 1089.

**Weak field.** Here $x=\pi/3-2e/3+\dots$, and the derivative of $\sin x(1-\cos x)$ is $\cos x-\cos2x=1$ at $\pi/3$. Thus $U(E)=U[1-8e/(3\sqrt3)+\dots]=U-EP_0L^3+\dots$. The initial state is raised by its dipole energy, while the saddle at $P=0$ does not move in energy at this order.

Reversal in 1 s with $\tau_0$ held at $10^{-12}$ s needs a barrier of $\ln10^{12}=27.6\,kT$, which occurs at $E=0.956E_c$. In this uniform model, heat at 300 K lowers the switching field by about 4%. In fact $\tau_0$ lengthens near $E_c$ because both curvatures soften, but it enters through a logarithm.

## Where uniform reversal fails

Let $P$ vary across the cube, in directions normal to itself so that no bound charge appears inside, and add $g|\nabla P|^2/2$ to the energy density. A flat wall satisfies $gP'^2/2=b(P^2-P_0^2)^2/4$, with solution $P_0\tanh(x/w)$ and $w=\sqrt{2g/a}$, where $x$ is now distance. Its energy per area is

$$s=\int gP'^2dx=\sqrt{\frac{gb}{2}}\int_{-P_0}^{P_0}(P_0^2-P^2)\,dP=\frac{aw}{2P_0}\cdot\frac{4P_0^3}{3}=\frac83\,wu .$$

Sweeping one wall through the cube costs $sL^2=(8w/3L)\,U$. This grows as $L^2$, whereas $U$ grows as $L^3$. With a rough $w=0.6$ nm the cost is $0.16\times81=13$ eV, about 500 $kT$.

Free side faces allow disturbances $\cos(n\pi x/L)$ of the state $P=0$. Their energy curvature is $g(n\pi/L)^2-a$. The $n=1$ mode is stable if $L<\pi w/\sqrt2=1.3$ nm. Along one side of our cube the modes $n=0$ to 7 are all unstable. The uniform state is therefore not the pass between the two wells, and 81 eV is an upper bound on the lowest barrier.

A field opens a cheaper route. A reversed quarter-cylinder of radius $r$, lying along a cube edge parallel to $P$, costs

$$W_n(r)=\frac\pi2rLs-\frac\pi4r^2L\,(2P_0E).$$

Its maximum, at $r=s/(2P_0E)$, is $\pi Ls^2/(8P_0E)$. This is the thin-wall limit, $r\gg w$. It also needs the arc to fit inside the cube, $r<L$ with room left for the wall, or $E$ somewhat above $0.05E_c$ here. The arc is longer than a flat wall once $r>2L/\pi$, but at the maximum the field term cancels half the arc energy, so the barrier $\pi rLs/4$ stays below $sL^2$. At $0.07E_c$, where $r=7.4$ nm, it is about 7.5 eV, against about 11 eV for a flat wall entering from a face. At $E=E_c/2$, $r=1.0$ nm and the formula gives 1.06 eV. Since $r$ is less than twice $w$, the limit is poor there, and solving the full radial equation gives 0.83 eV, or 32 $kT$. At $0.15E_c$ the full result is 0.98 of the thin-wall one. The uniform barrier at $E_c/2$ is 1089 $kT$. With the same attempt time these inputs give about 100 s for the nucleus to form. That figure is not reliable even to an order of magnitude: at fixed $E$, $E_c$ and $P_0$ the nucleus barrier scales as $w^2$, so a 10% change in the rough value of $w$ changes the time by a factor of several hundred.

## Real films

The thickness, field and polarisation are roughly those of ferroelectric hafnium-zirconium oxide films. A measured coercive field, however, is generally set by nucleation and defects and is not the Landau field. If the Landau field is larger, $U$ rises in proportion at fixed $P_0$. The assumed half-width $w$ of the wall is close to one cell, so the continuum nucleus is itself rough: at $0.15E_c$ a square grid with a spacing of 0.25 nm, half a cell, already lowers its barrier by 1%, and this shift grows roughly as the square of the spacing. Elastic clamping, polarisation rotation and pinning are omitted.

Electrodes also matter. An effective screening length $\lambda$ at each one adds $kP^2/2$ with $k=8\pi\lambda/L$, so $a$ becomes $a-k$ and $U$ is multiplied by $(1-k/a)^2$ at fixed $b$. For a rough $\lambda=0.01$ nm, $kP_0=0.45$ MV/cm against $aP_0=2.6$ MV/cm, and the barrier falls to 55 eV. The result is sensitive to $\lambda$: at fixed $a$ and $b$, 0.03 nm leaves only 19 eV, and above about 0.058 nm, where $k>a$, the uniform polar state is lost. These figures neglect the background permittivity of the film and allow only uniform changes of $P$. With a background permittivity of 25 the barrier at 0.03 nm is about 24 eV and $k=a$ moves to 0.08 nm, but the uniform state then breaks into domains first, near 0.07 nm. This correction must not be applied if $E_c$ and $P_0$ already include the electrodes. Without electrodes, and with vacuum permittivity inside and outside, the mean depolarising field would be 75 MV/cm. A background permittivity of 25 inside the grain lowers this to roughly 8 MV/cm, which still exceeds $aP_0$, so the uniform polar state would not survive.

At 85 °C, taking $a\propto T_C-T$, fixed $b$ and a rough $T_C=700$ K, the barrier is 59 eV, or about 1900 $kT$ at that temperature. The coercive field puts 1 V across the cube. It is a factor of four below a rough breakdown field of 4 MV/cm. The remaining values are in the numerical output.

## Computed results

```
Cube edge: 10 nm
Landau coercive field: 1 MV/cm
Polarisation P0: 20 uC/cm2
Room temperature: 300 K
Thermal energy kT: 0.02585 eV
Landau coefficient a: 1.299e+09 V m/C
Landau coefficient b: 3.248e+10 V m^5/C^3
Product Ec P0: 0.1248 eV/nm3
Prefactor 3 sqrt(3)/8: 0.6495
Barrier density: 0.08108 eV/nm3
COHERENT BARRIER: 81.08 eV
COHERENT BARRIER over kT: 3136
Crystal cell edge (rough input): 0.51 nm
Number of cells in cube: 7539
Barrier share per cell: 0.01076 eV
Barrier share per cell over kT: 0.416
Coherent barrier over kT at E/Ec = 0.5: 1089
Coherent barrier over kT at E/Ec = 0.8: 273
Coherent barrier over kT at E/Ec = 0.95: 33.98
Exact/Kramers escape time, barrier 10 kT: 1.043
Exact/Kramers escape time, barrier 20 kT: 1.02
Attempt time (rough input): 1e-12 s
log10 of coherent waiting time in s: 1350
Barrier over kT for a 1 s wait: 27.63
E/Ec for coherent reversal in 1 s: 0.9564
Barrier over kT for a 10 year wait: 47.2
Cube edge with that coherent barrier: 2.469 nm
Wall half-width w (rough input): 0.6 nm
Wall energy: 0.1297 eV/nm2
Relaxed numerical wall energy: 0.1297 eV/nm2
Wall-sweep barrier at zero field: 12.97 eV
Wall-sweep barrier over kT: 501.8
Wall-sweep over coherent barrier: 0.16
Largest edge with one unstable mode: 1.333 nm
Unstable modes along one side of cube: 8
Thin-wall nucleus radius at Ec/2: 1.039 nm
Thin-wall edge-nucleus barrier at Ec/2: 1.059 eV
Full edge-nucleus barrier at Ec/2: 0.8332 eV
Full edge-nucleus barrier over kT at Ec/2: 32.23
Nucleus waiting time at Ec/2: 1.0e+02 s
Full/thin-wall nucleus barrier at 0.15 Ec: 0.9831
Screening length per electrode (rough input): 0.01 nm
Depolarising field at P0 with electrodes: 0.4518 MV/cm
Field scale a P0: 2.598 MV/cm
Coherent barrier with such electrodes: 55.33 eV
Mean depolarising field, isolated cube: 75.29 MV/cm
Curie temperature (rough input): 700 K
Hot operating temperature: 358.1 K
Hot coherent barrier: 59.22 eV
Hot coherent barrier over hot kT: 1919
Prefactor, no fourth-order term: 0.6231
Smallest prefactor in sixth-order family: 0.4483
Largest prefactor in sixth-order family: 0.6495
Voltage across cube at Ec: 1 V
Breakdown field (rough input): 4 MV/cm
Breakdown field over Ec: 4
```
